# Born-Huang Equations and the Derivative Coupling Between Slater Determinants, part 1

(Sections cited here and not found follow in the second part.)

## From the molecular Hamiltonian to couplings between determinants

Two electrons of the same spin are confined to a one-dimensional box 10 Å long. An ion at $R=4$ Å attracts them through a Gaussian well. Put the electrons first into orbitals 1 and 2, then into orbitals 1 and 3, and write each state as an antisymmetric function of both electron positions. If the ion is displaced slightly, the second function acquires an overlap with the first at the rate $0.116246$ Å$^{-1}$. A calculation that moves nothing gives the same number. The derivative of the well with respect to the ion position has the matrix element $0.198628$ eV/Å between orbitals 2 and 3, their energies differ by $1.708693$ eV, and the quotient is $0.116246$ Å$^{-1}$. The explanation has three parts: where such overlap rates enter the motion of nuclei, why a many-electron rate reduces to a rate for two orbitals, and why that rate is a quotient.

**The Hamiltonian.** Let $R_\mu$ denote the Cartesian coordinates of all nuclei, $M_\mu$ the mass belonging to each, and $\partial_\mu=\partial/\partial R_\mu$ the derivative at fixed electron positions. The symbol $R$ stands for all $R_\mu$ together, and $r$ for all electron coordinates. The Hamiltonian is

$$H=-\sum_\mu\frac{\hbar^2}{2M_\mu}\partial_\mu^2+H_e(R). \tag{1}$$

The electronic Hamiltonian $H_e(R)$ contains everything except the nuclear kinetic energy. For electrons of mass $m$ and nuclei of charge $Z_Ae$ at $\mathbf R_A$, it is

$$\begin{aligned}H_e={}&-\frac{\hbar^2}{2m}\sum_j\nabla_j^2-\sum_{jA}\frac{Z_Ae^2}{4\pi\varepsilon_0|\mathbf r_j-\mathbf R_A|}\\&+\sum_{j<k}\frac{e^2}{4\pi\varepsilon_0|\mathbf r_j-\mathbf r_k|}+\sum_{A<B}\frac{Z_AZ_Be^2}{4\pi\varepsilon_0|\mathbf R_A-\mathbf R_B|}.\end{aligned} \tag{2}$$

In $H_e$ the nuclear positions are parameters: no derivative with respect to them occurs. The derivation below uses this property and the fact that $H_e$ is Hermitian and real, but not the Coulomb form. It therefore covers the one-dimensional model as well.

**The expansion.** At each $R$, choose a set of electronic functions $\Phi_n(r;R)$ that is orthonormal and complete,

$$\langle\Phi_m|\Phi_n\rangle=\delta_{mn},\qquad \sum_n|\Phi_n\rangle\langle\Phi_n|=1. \tag{3}$$

The brackets denote integration over electron coordinates alone, so a matrix element remains a function of $R$. If the electrons have a continuum, the sum includes an integral over it; a box avoids this complication. The functions are assumed to be real and to vary smoothly with $R$ in the region considered. They need not be eigenfunctions of $H_e$. This freedom matters later, because determinants of interacting electrons are not eigenfunctions.

By completeness, any wavefunction of electrons and nuclei can be written as

$$\Psi(r,R)=\sum_n\chi_n(R)\,\Phi_n(r;R),\qquad \chi_n(R)=\langle\Phi_n|\Psi\rangle. \tag{4}$$

This step contains no approximation. The amplitude $\chi_n(R)$ describes the nuclei when the electrons are in state $n$.

**The coupled equations.** Both factors in (4) depend on $R$. Applying the product rule twice gives

$$\partial_\mu^2(\chi_n\Phi_n)=(\partial_\mu^2\chi_n)\Phi_n+2(\partial_\mu\chi_n)(\partial_\mu\Phi_n)+\chi_n\,\partial_\mu^2\Phi_n. \tag{5}$$

The factor 2 arises because each of the two derivatives can act on either factor. Insert (5) into $H\Psi=E\Psi$, multiply from the left by $\Phi_m$, and integrate over the electrons. The first term of (5) leaves $\delta_{mn}$ by orthonormality. The others leave the matrices

$$d^\mu_{mn}=\langle\Phi_m|\partial_\mu\Phi_n\rangle,\quad D^\mu_{mn}=\langle\Phi_m|\partial_\mu^2\Phi_n\rangle,\quad W_{mn}=\langle\Phi_m|H_e|\Phi_n\rangle. \tag{6}$$

The result is the set of Born-Huang equations in a general electronic basis:

$$-\sum_\mu\frac{\hbar^2}{2M_\mu}\Big[\partial_\mu^2\chi_m+\sum_n\big(2d^\mu_{mn}\partial_\mu+D^\mu_{mn}\big)\chi_n\Big]+\sum_nW_{mn}\chi_n=E\chi_m. \tag{7}$$

The first-order coupling $d$ is an inverse length and multiplies the gradient of the nuclear amplitude. The second-order coupling $D$ is an inverse length squared and acts without a gradient. If the $\Phi_n$ are eigenfunctions of $H_e$ with energies $E_n(R)$, then $W_{mn}=E_m\delta_{mn}$. All transitions between electronic states then come from the nuclear kinetic energy. In any other basis, $W$ also causes transitions.

**Relations between the couplings.** Differentiating the first relation in (3) gives $\langle\partial_\mu\Phi_m|\Phi_n\rangle+\langle\Phi_m|\partial_\mu\Phi_n\rangle=0$. For real functions the first term is $d^\mu_{nm}$, hence

$$d^\mu_{nm}=-d^\mu_{mn},\qquad d^\mu_{mm}=0. \tag{8}$$

Next, differentiate $d^\mu_{mn}$ itself. The derivative acts on both sides of the bracket:

$$\partial_\mu d^\mu_{mn}=\langle\partial_\mu\Phi_m|\partial_\mu\Phi_n\rangle+D^\mu_{mn}. \tag{9}$$

There is no summation over $\mu$ here. Insert the completeness relation between the two derivatives in the first term and use (8):

$$\langle\partial_\mu\Phi_m|\partial_\mu\Phi_n\rangle=\sum_k d^\mu_{km}d^\mu_{kn}=-\sum_kd^\mu_{mk}d^\mu_{kn}. \tag{10}$$

Equation (9) then becomes

$$D^\mu_{mn}=\partial_\mu d^\mu_{mn}+\sum_kd^\mu_{mk}d^\mu_{kn}. \tag{11}$$

The second-order coupling therefore contains no information beyond the complete matrix $d^\mu(R)$. With $\chi$ as a column of amplitudes and $d^\mu$ as a matrix,

$$(\partial_\mu+d^\mu)^2\chi=\partial_\mu^2\chi+2d^\mu\partial_\mu\chi+(\partial_\mu d^\mu)\chi+d^\mu d^\mu\chi, \tag{12}$$

which by (11) is the square bracket of (7). The kinetic operator is thus $-(\hbar^2/2M_\mu)(\partial_\mu+d^\mu)^2$. Both $\partial_\mu$ and the antisymmetric real matrix $d^\mu$ change sign under Hermitian conjugation, so the negative of the square is Hermitian. The term with $d$ alone is not, because the conjugate of $d^\mu\partial_\mu$ is $\partial_\mu d^\mu$ as an operator product. Discarding $D$ while keeping $d$ would generally spoil Hermiticity.

**What the Born-Oppenheimer equation omits.** Now let the $\Phi_n$ be eigenfunctions of $H_e$, with $\Phi_0$ the lowest. Dropping $d$ and $D$ from (7) leaves the Born-Oppenheimer equation, in which the nuclei move in the potential $E_0(R)$. Let its lowest level be $E_{\rm BO}$. If the diagonal element of $D$ is kept, (11) and (8) give the additional potential

$$-\sum_\mu\frac{\hbar^2}{2M_\mu}D^\mu_{00}=\sum_\mu\frac{\hbar^2}{2M_\mu}\sum_k\big(d^\mu_{k0}\big)^2\ge0. \tag{13}$$

It is the kinetic energy that the nuclei have because the electronic function changes as they move. Let $E_{\rm diag}$ be the lowest level with this term included. The lowest level $E$ of the full Hamiltonian lies between the two:

$$E_{\rm BO}\le E\le E_{\rm diag}. \tag{14}$$

For the upper bound, use the single product $\chi_0\Phi_0$ as a trial function. Its energy is the expectation value of the corrected one-state operator, since $d_{00}=0$. The best choice of $\chi_0$ gives $E_{\rm diag}$, and a trial energy cannot lie below the ground level. For the lower bound, note that at each $R$ the electronic energy is at least $E_0(R)$. Thus, for normalized $\Psi$,

$$\langle\Psi|H|\Psi\rangle_{r,R}\ge\int dr\int dR\;\Psi\Big[-\sum_\mu\frac{\hbar^2}{2M_\mu}\partial_\mu^2+E_0(R)\Big]\Psi. \tag{15}$$

Here $\Psi$ is taken real. At each fixed $r$, the inner integral is the energy of an unnormalized nuclear function in the Born-Oppenheimer potential. It is at least $E_{\rm BO}\int dR\,\Psi^2$, and integration over $r$ proves the bound.

The model shows the sizes. Its ion has 100 electron masses, light enough to make the corrections visible, and is held by a spring with constant 20 eV/Å$^2$. For this comparison, the electronic space consists of the antisymmetric pairs of five fixed box functions, without electron repulsion. This small space defines a separate model; its levels are not converged levels of the unrestricted box. With eleven box functions the ground level is about 0.07 eV lower, and the three differences given below are about a quarter larger. The ground level is $-1.30519$ eV, with $E_{\rm BO}=-1.30720$ eV and $E_{\rm diag}=-1.30465$ eV. The Born-Oppenheimer level is too low by 2.01 meV. The diagonal term raises it by 2.55 meV, and the couplings to the other electronic states lower the result by 0.54 meV.

**Determinants.** Take orthonormal real orbitals $\varphi_p(\mathbf r;R)$. The determinant with an ordered list of orbitals $b_1,\dots,b_N$ is

$$|b_1\cdots b_N\rangle=\frac1{\sqrt{N!}}\sum_Q{\rm sgn}(Q)\prod_{j=1}^N b_{Q(j)}(\mathbf r_j), \tag{16}$$

where $Q$ runs over the permutations of the list. Spin can be included in the orbital labels, since the spin functions do not depend on $R$. The overlap with a second list $a_1,\dots,a_N$ contains two permutations:

$$\langle a_1\cdots a_N|b_1\cdots b_N\rangle=\frac1{N!}\sum_{P,Q}{\rm sgn}(P)\,{\rm sgn}(Q)\prod_j\langle a_{P(j)}|b_{Q(j)}\rangle. \tag{17}$$

Relabel the factors by $k=P(j)$. The product becomes $\prod_k\langle a_k|b_{S(k)}\rangle$ with $S=QP^{-1}$, whose sign is ${\rm sgn}(P)\,{\rm sgn}(Q)$. For each $P$, the sum over $Q$ is a sum over all $S$ and gives the same value. The $N!$ choices of $P$ cancel the prefactor, leaving

$$\langle a_1\cdots a_N|b_1\cdots b_N\rangle=\det\big[\langle a_j|b_k\rangle\big]. \tag{18}$$

The steps from (17) to (18) use no orthogonality or normalization, either within a list or between the lists. The relation therefore also applies when one orbital has been replaced by its derivative.

Let $\Phi=|\varphi_1\cdots\varphi_N\rangle$, and let $\Phi_i^a$ have $\varphi_a$ in the place of $\varphi_i$, with $a$ unoccupied in $\Phi$. Write $\partial$ for one of the $\partial_\mu$. Since (16) is linear in each orbital, $\partial\Phi_i^a$ is a sum of $N$ determinants, each with one orbital differentiated. Consider their overlaps with $\Phi$ through (18).

If the differentiated orbital is not $\varphi_a$, then $\varphi_a$ remains in the list. Its column contains $\langle\varphi_j|\varphi_a\rangle=0$ for every occupied $j$, and the determinant vanishes. If $\varphi_a$ is differentiated, each other column has a single 1 on the diagonal. The determinant then equals the diagonal element of column $i$:

$$\langle\Phi|\partial\Phi_i^a\rangle=\langle\varphi_i|\partial\varphi_a\rangle\equiv d_{ia}. \tag{19}$$

The spectator electrons have dropped out. The phrase "in the place of" fixes the sign: if the new list is reordered by an odd permutation, the coupling changes sign. For two replaced orbitals, one derivative can remove just one of the two zero columns, so the first-order coupling vanishes.

Two derivatives can reach such a state. In $\partial^2|\varphi_3\varphi_4\rangle$, the terms with both derivatives on one orbital still have a zero column in their overlap with $|\varphi_1\varphi_2\rangle$. The mixed term occurs twice, and (18) gives

$$\langle\varphi_1\varphi_2|\partial^2|\varphi_3\varphi_4\rangle=2\,(d_{13}d_{24}-d_{14}d_{23}). \tag{20}$$

Here $\partial^2$ acts on the determinant to its right. In the two-electron model with thirty box functions, differentiating the explicit wavefunctions gives $0.05638$ Å$^{-2}$ for this coupling, and the right side of (20) gives the same value. The corresponding first-order coupling is zero to within the numerical error.

## The potential derivative and the electron-phonon vertex

The first half used nuclear coordinates $R_\mu$ with masses $M_\mu$. The amplitudes $\chi_n(R)$ multiply real orthonormal electronic states $\Phi_n$ and obey (7). Their couplings are $d_{mn}=\langle\Phi_m|\partial\Phi_n\rangle$, $D_{mn}=\langle\Phi_m|\partial^2\Phi_n\rangle$ and $W_{mn}=\langle\Phi_m|H_e|\Phi_n\rangle$, where $\partial$ is a derivative with respect to one nuclear coordinate. Replacing $\varphi_i$ by $\varphi_a$ in a determinant gives the coupling $\langle\Phi|\partial\Phi_i^a\rangle=\langle\varphi_i|\partial\varphi_a\rangle=d_{ia}$, equation (19). What remains is to find this orbital coupling without differentiating an orbital.

**The quotient.** Let the orbitals be eigenfunctions of a one-electron Hamiltonian with a local potential,

$$h(R)\varphi_a=\varepsilon_a\varphi_a,\qquad h(R)=-\frac{\hbar^2}{2m}\nabla^2+v(\mathbf r;R). \tag{21}$$

Differentiate the eigenvalue equation. The electronic kinetic energy does not contain $R$, so $\partial h=\partial v$, and

$$(\partial v)\varphi_a+h\,\partial\varphi_a=(\partial\varepsilon_a)\varphi_a+\varepsilon_a\,\partial\varphi_a. \tag{22}$$

Multiply by $\varphi_i$ with $i\ne a$ and integrate. In the second term, $h$ can act to the left, where it gives $\varepsilon_i$. This uses Hermiticity and requires $\partial\varphi_a$ to satisfy the same boundary conditions as the orbitals, which it does when the walls do not move. The term with $\partial\varepsilon_a$ vanishes by orthogonality. Therefore

$$\langle\varphi_i|\partial v|\varphi_a\rangle+\varepsilon_id_{ia}=\varepsilon_ad_{ia}. \tag{23}$$

If $\varepsilon_a\ne\varepsilon_i$, division and (19) give

$$\boxed{\;\langle\Phi|\partial\Phi_i^a\rangle=d_{ia}=\frac{F_{ia}}{\varepsilon_a-\varepsilon_i},\qquad F_{ia}=\langle\varphi_i|\partial v|\varphi_a\rangle.\;} \tag{24}$$

The denominator is the energy of the orbital in the differentiated state minus that of the orbital in the other state. Since $F$ is symmetric for real orbitals, exchanging the states reverses the sign, as (8) requires.

When the electrons do not interact with one another, $H_e$ is a sum of $h$ over the electrons plus a function of $R$. The determinants are then eigenstates of $H_e$, and $\varepsilon_a-\varepsilon_i$ is the difference of their total electronic energies. Any nuclear repulsion or spring energy cancels in this difference. Its derivative does not contribute to the numerator either, because it multiplies the overlap of two orthogonal determinants.

For orbitals of a local potential with different energies, the derivative coupling between determinants that differ in one orbital is the matrix element of the potential derivative divided by the orbital energy difference. What remains is to test this quotient on the two-electron example, to see what changes for moving bases and mean-field potentials, and to relate it to the electron-phonon vertex and to small gaps.
